Does a straight thickness-versus-cycles line prove self-limiting growth?

**Question**

I am depositing copper on a copper seed layer by alternating a metal-organic precursor and a reducing co-reactant, with purges between them. I measured the thickness added after 50, 100, 150 and 200 cycles. The points lie on a straight line through the origin with a slope of 0.0175 nm per cycle. Ordinary chemical vapour deposition would depend on how long the gas flows, whereas my film seems to count cycles. Can I conclude that the growth is self-limiting? If not, what would the line look like if it were not?

**Answer**

You cannot conclude that, and the line could look just the same. You varied the number of cycles but kept every cycle identical. Self-limitation is a statement about something you held fixed: the length of the pulses.

Two terms need separating. The chemistry is self-limiting if the growth per cycle levels off as either pulse is lengthened, with temperature, pressures and purges fixed. A recipe is saturated if its pulses are long enough to sit on both plateaus. A recipe can fail to be saturated although its chemistry is self-limiting, and it can also have no plateau to reach. A small model shows that both failures give straight lines.

**The model**

The film is flat, with n_s adsorption sites per unit area, and a fraction y of the sites is blocked by ligands. During the precursor pulse, of length t_A, a free site adsorbs a molecule at rate Γ. Each adsorption adds one copper atom and blocks the site. A blocked site reopens when its ligands decompose thermally, at rate k; the copper stays behind. The gas switches on and off sharply, and nothing desorbs. Then

dy/dt = Γ(1 − y) − k y = Γ − K y, with K = Γ + k.

The right side vanishes at y = u, where u = Γ/K. The deviation from u decays at rate K, so a pulse that starts at y₀ gives

y(t) = u + (y₀ − u) exp(−K t).

If n_Cu is the number of copper atoms per unit volume, one adsorption on every site adds the thickness a = n_s/n_Cu. The pulse therefore adds

G(y₀) = a Γ ∫ (1 − y) dt, from t = 0 to t_A.

Insert 1 − y = (1 − u) − (y₀ − u) exp(−K t). The constant part contributes Γ(1 − u) t_A, which equals u k t_A because 1 − u = k/K. The exponential part contributes −(Γ/K)(y₀ − u)(1 − E), where E = exp(−K t_A). Since Γ/K = u,

G(y₀) = a [u k t_A + u(u − y₀)(1 − E)].

The first term is the growth the pulse would give if y stood at u throughout, with adsorption just balancing decomposition. The second is the correction while y relaxes from y₀ to u: positive if y₀ < u, negative if y₀ > u.

During the rest of the cycle no precursor arrives, so y can only fall. Ligands decompose at rate k throughout, and the co-reactant removes them at an extra rate q during its pulse of length t_B. With two purges of length t_p, y is multiplied by

B = exp[−q t_B − k(t_B + 2t_p)].

**Why the line is straight**

One whole cycle takes the blocked fraction from yₙ to

yₙ₊₁ = B[u(1 − E) + E yₙ].

Setting yₙ₊₁ = yₙ = y* gives the steady value

y* = B u(1 − E)/(1 − EB).

Subtracting the equation for y* from the one for yₙ₊₁ leaves

yₙ₊₁ − y* = λ(yₙ − y*), with λ = EB.

Because Γ and t_A are positive, λ is less than 1, and the surface forgets its initial state. For the steady growth per cycle g = G(y*) we need

u − y* = u[(1 − EB) − B(1 − E)]/(1 − EB) = u(1 − B)/(1 − EB),

and therefore

g = a [u k t_A + u²(1 − E)(1 − B)/(1 − EB)].

Since G is linear in y, the increment of a cycle that starts at yₙ is g − a u(1 − E)(yₙ − y*). Put yₙ − y* = λⁿ(y₀ − y*), where y₀ is now the blocked fraction before the first cycle, and sum from n = 0 to N − 1. The geometric series gives

h_N = N g − a u(1 − E)(y₀ − y*)(1 − λᴺ)/(1 − λ).

Once λᴺ is negligible, this is a straight line for any pulse lengths, with or without decomposition. The line tells you that the cycle repeats itself. It does not tell you what sets g.

As a check on the formula, take a badly prepared surface: y₀ = 0.8, n_s = 1.5 per nm², Γ = 0.2, k = 0.01 and q = 0.1 per second, with 2 s pulses and 5 s purges. Here λ = 0.477. The increments in cycles 1, 2, 5 and 10 are 0.00120, 0.00224, 0.00308 and 0.00318 nm, the last being the steady value to the digits shown. A simulation of random events on individual sites gave 0.0343 ± 0.0001 nm after 12 cycles; the formula gives 0.0344 nm. This recipe becomes linear although it is saturated in neither reactant and its precursor decomposes.

**Four recipes with your slope**

Take pulses of 2 s, purges of 5 s and an initially clean surface, y₀ = 0. Copper has four atoms in a cubic cell of about 0.36 nm, so n_Cu = 4/(0.36 nm)³ = 85.7 per nm³. The remaining parameters are chosen so that all four slopes agree.

1. Saturated. With n_s = 1.5 per nm², a = 1.5/85.7 = 0.0175 nm. Since Γ = 5.9 per second, Γt_A = 11.8 and practically every site fills. The co-reactant, with q = 10 per second, clears them all. Thus g = a = 0.0175 nm.

2. Precursor-starved. Now n_s = 3.0 per nm² and a = 0.0350 nm, but Γ = 0.347 per second. With k = 0 and a complete co-reactant step, u = 1 and B ≈ 0, so g = a[1 − exp(−Γt_A)] = 0.0350 × (1 − exp(−0.694)) = 0.0175 nm. Each pulse is cut off with half the sites empty.

3. Co-reactant-starved. Again a = 0.0350 nm. The precursor fills every site, but q = 0.347 per second, so only half the ligands are removed. With E ≈ 0, g = a(1 − B) = 0.0350 × 0.500 = 0.0175 nm.

4. Decomposing. Here n_s = 0.9 per nm², a = 0.0105 nm, Γ = 9.835 and k = 0.385 per second, so u = 0.962. Both E and B are negligible, and g = a(u k t_A + u²) = 0.0105 × (0.741 + 0.926) = 0.0175 nm. Each site adsorbs 1.67 molecules per cycle on average.

With the rates before rounding, recipes 1, 2 and 4 have all grown 3.499 nm after 200 cycles, and their lines pass through the origin. Recipe 3 has grown 3.517 nm. (The rounded rates quoted above shift these totals by up to 0.003 nm.) Its first cycle starts with every site free and adds a full 0.0350 nm, so its line is shifted up by 0.0175 nm, which would be hard to notice. More points on the line, or a better fit, would not tell recipes 1, 2 and 4 apart. Recipe 3 would lose its offset too if its surface started at the steady value y₀ = y* = 0.5.

**What does tell them apart**

Keep the number of cycles fixed and change one pulse at a time. These are the steady growths per cycle, in nm, for precursor pulses of 2, 4, 8, 16 and 32 s, with everything else held fixed:

- Saturated: 0.0175 throughout.
- Precursor-starved: 0.0175, 0.0262, 0.0328, 0.0349, 0.0350.
- Co-reactant-starved: 0.0175 throughout.
- Decomposing: 0.0175, 0.0253, 0.0408, 0.0719, 0.1341.

Doubling the pulse once exposes recipes 2 and 4 but hardly separates them. For recipe 2 the gain is the factor

[1 − exp(−2Γt_A)]/[1 − exp(−Γt_A)] = 1 + exp(−Γt_A) = 1.50,

while recipe 4 gains a factor of about 1.44. Longer pulses decide the matter. Recipe 2 approaches its plateau a, whereas recipe 4 keeps rising at a u k = 0.0039 nm per second of pulse. In this model k > 0 means that there is no plateau in the precursor pulse.

The precursor scan misses recipe 3, whose flat response is a false plateau at a(1 − B). Doubling the co-reactant pulse instead, with t_A back at 2 s, multiplies its growth by (1 − B²)/(1 − B) = 1 + B = 1.5, to 0.0262 nm. The other three do not change. Both pulses therefore have to be tested.

If both pulses are short and k = 0, expanding E and B to first order gives

g ≈ a (Γt_A)(q t_B)/(Γt_A + q t_B).

If one of the doses Γt_A and q t_B is much smaller than the other, that step controls the growth, and lengthening the other one does little. If they are comparable, lengthening either one helps.

A further test is to leave out the co-reactant but keep its time slot. With k = 0 nothing reopens a site, so growth must stop at the thickness a(1 − y₀), which is a for a clean start. After 50 precursor pulses recipe 1 has 0.0175 nm, and recipes 2 and 3 have 0.0350 nm. Recipe 4 has 0.870 nm, almost the 0.875 nm it would reach with the co-reactant, because its ligands decompose between pulses anyway. This test detects decomposition if it is fast enough to measure: recipe 1 with k = 0.001 per second would reach 0.0295 nm instead of 0.0175 nm, but with k = 0.0001 per second only 0.0187 nm. It does not show that your pulses are long enough, since both starved recipes pass it.

**How this compares with a real reactor**

Thermal copper processes of this type grow, very roughly, a few hundredths of a nanometre per cycle or less, so 0.0175 nm is a reasonable size. The site densities and rates are not data for any particular precursor. The decomposition in recipe 4 is deliberately strong: at the assumed 450 K a ligand survives about 2.6 s, less than one purge.

Real reactors break the assumption of sharp gas switching. If the precursor pressure follows its valve with a lag of 0.5 s, recipe 4 grows 19 % more per cycle than with sharp switching, while recipes 1 and 2 change by about 0.01 % or less. If the purges are also cut to 1 s, with the co-reactant still switched sharply, even recipe 1 grows 31 % more. Its sites were already full, so the extra copper must come from leftover precursor landing on sites that the co-reactant has just freed. That excess also repeats: the third and fourth cycles agree to within 0.01 %. An inadequate purge is thus another way to get a steady increment that is not set by saturation, and the purge time should be varied too.

Your line still shows that each block of 50 cycles added the same thickness within the scatter of your points. It is only weak evidence that conditions were steady: the recipe may be insensitive to a drift, several drifts may cancel, and a slow drift bends the line very little. A 5 % fall in precursor pressure would lower the growth per cycle of recipe 2 by 3.5 %. A 2 K rise would increase that of recipe 4 by 5.6 %, for a decomposition barrier of 1.20 eV. Either drift would bend the line of the recipe concerned, but only slightly. A fractional change ε of g spread evenly over 200 cycles adds g ε N²/400 to the thickness, so your four points would lie within g ε × 50²/400 of the best straight line: about 0.004 nm for recipe 2 and 0.006 nm for recipe 4. That line has a free intercept, which misses the origin by five times as much, +0.019 and −0.031 nm; a line forced through the origin leaves residuals of up to 0.010 and 0.016 nm. A scatter of 0.0175 nm could thus hide a drift of g by 16 % in a free fit, or 6 % in a fit through the origin. The same fall in pressure would leave recipe 1 practically unchanged.

Nor does a bend disprove self-limitation. If the number of sites follows the true surface area, an egg-box roughness of 0.5 nm rms, with a 10 nm period in both directions, adds 9.3 % to the area. A saturated recipe would then speed up by that much as the roughness developed. Spread evenly over 200 cycles, this bends the four points only about 0.010 nm away from the best straight line, by the estimate above. Nucleation on a foreign substrate, impurities left by decomposition and transport into deep trenches lie outside this model.

For your film, I would fix the cycle count and lengthen the precursor pulse, the co-reactant pulse and the purges in turn, each by several times. If the thickness stays put in all three scans, you have the evidence that the straight line could not give, provided a longer pulse really delivers a larger dose. If the supply dies away during the pulse as exp(−t/τ), as when the vapour above a source is used up, the dose cannot exceed Γτ. With k = 0 and a complete co-reactant step the growth then levels off at a[1 − exp(−Γτ)], below saturation. Raising the source pressure guards against this false plateau, and so does repeating short pulses, provided the vapour has time to refill between them. The scans also bound decomposition only to their precision: recipe 1 with k = 0.003 per second grows just 1.8 % more when the precursor pulse is quadrupled and does not respond to the other two scans. The values used here are in the numerical output below.

Numbers as computed

```
Temperature 450 K, precursor pressure 0.01 Torr
Precursor mass 350 u, flux 8851 /nm2/s
Cu cell 0.36 nm, atom density 85.7 /nm3
Pulses tA 2.0 s, tB 2.0 s, each purge 5.0 s
Recipe: sites /nm2; on, dec, rem in 1/s; full site-layer nm
 saturated: 1.5; 5.901, 0.000, 10.000; 0.0175
 precursor-starved: 3.0; 0.347, 0.000, 10.000; 0.0350
 coreactant-starved: 3.0; 8.851, 0.000, 0.347; 0.0350
 decomposing: 0.9; 9.835, 0.385, 10.000; 0.0105
Line through 50,100,150,200 cycles: slope nm/cycle, intercept nm,
 largest residual nm, thickness at 200 cycles nm
 saturated: 0.01750, 0.0000, 0.0000, 3.499
 precursor-starved: 0.01750, 0.0000, 0.0000, 3.499
 coreactant-starved: 0.01750, 0.0175, 0.0000, 3.517
 decomposing: 0.01750, 0.0000, 0.0000, 3.499
Growth nm/cycle for tA = 2, 4, 8, 16, 32 s; then tB = 4 s, tA = 2 s
 saturated: 0.0175, 0.0175, 0.0175, 0.0175, 0.0175; 0.0175
 precursor-starved: 0.0175, 0.0262, 0.0328, 0.0349, 0.0350; 0.0175
 coreactant-starved: 0.0175, 0.0175, 0.0175, 0.0175, 0.0175; 0.0262
 decomposing: 0.0175, 0.0253, 0.0408, 0.0719, 0.1341; 0.0175
Precursor-starved gain on doubling tA: factor 1.500
Decomposing, long-pulse slope: 0.00389 nm/s
Decomposing, adsorptions per site per cycle: 1.667
Thickness after 50 precursor pulses, no co-reactant, nm:
 saturated: 0.0175
 precursor-starved: 0.0350
 coreactant-starved: 0.0350
 decomposing: 0.8701
 Same 50 cycles with co-reactant, slope x 50: 0.8748 nm
Blocked start: ns 1.5 /nm2, on 0.2, dec 0.01, rem 0.1 /s
 initial y 0.8, steady y 0.454, lam 0.477
 increments in cycles 1, 2, 5, 10, nm: 0.00120, 0.00224, 0.00308, 0.00318
 steady increment 0.00318 nm
 12 cycles: random sites 0.0343 +- 0.0001 nm, formula 0.0344 nm
Changes of growth per cycle; gas lag 0.5 s, purge 5.0 s:
 saturated 0.01 %, precursor-starved 0.00 %, decomposing 19.1 %
 saturated with 1 s purges: 30.9 %
Source pressure down 5 %: saturated, precursor-starved, decomposing:
 -0.00 %, -3.53 %, -0.31 %
Attempt rate 1e+13 /s, decomposition barrier 1.20 eV
 2 K warmer, decomposing recipe: 5.6 %
Desorption barrier 1.4 eV: 1.0 % lost in one purge
Roughness 0.5 nm rms, period 10 nm: area up 9.3 %
```
